# Why a thin ferromagnetic cobalt line stays resistive at 10 GHz

## What dimensions decide

Consider a long straight wire with cross-sectional area $A$, resistivity $\rho$ and permeability $\mu=\mu_0\mu_r$, carrying a current that varies as $e^{j\omega t}$. Let $R=\rho/A$ be its dc resistance per length and $X$ its internal reactance per length. Faraday's law supplies the product $\omega\mu$ and Ohm's law supplies $\rho$. Since $\omega\mu/\rho$ has the dimension of an inverse area, the ratio $X/R$ in this model of local, constant $\rho$ and scalar $\mu$ can depend only on

$$
\frac{\omega\mu A}{\rho},
$$

on the shape of the section and, for shapes other than a circle, on $\mu_r$ itself. Reversing the sign of $\omega$ conjugates the impedance, so $X$ is odd in $\omega$. At low frequency, therefore,

$$
\frac{X}{R}= g\,\frac{\omega\mu A}{\rho},
$$

where $g$ is a pure number. Permeability is one factor among four. A large $\mu_r$ can be outweighed by a small $A$.

## The counter-example

The claim to be refuted is that a line is inductive because its metal is ferromagnetic. Here "inductive" means that the series reactance is at least comparable with the series resistance. Take a 20 nm × 20 nm cobalt line at 10 GHz, with $\rho=200$ nΩ m and an assumed real, linear, isotropic $\mu_r=100$. First replace the square by a round wire of the same area, with radius $a=11.28$ nm.

For uniform current, Ampère's law gives $2\pi rH=I r^2/a^2$, so $H=Ir/(2\pi a^2)$. Equating the interior magnetic energy per length to $\tfrac12L_{\rm int}I^2$ gives

$$
L_{\rm int}=\frac{\mu}{I^2}\int_0^a\frac{I^2r^2}{4\pi^2a^4}\,2\pi r\,dr
=\frac{\mu}{2\pi a^4}\,\frac{a^4}{4}=\frac{\mu}{8\pi}.
$$

The radius has cancelled, and $g=1/(8\pi)$. Numerically, $L_{\rm int}=5.0$ pH/µm, and

$$
X=(6.283\times10^{10}\ {\rm s^{-1}})(5.0\times10^{-12}\ {\rm H/\mu m})=0.314\ \Omega/\mu{\rm m},
$$

$$
R=\frac{200\times10^{-9}\ \Omega\,{\rm m}}{400\times10^{-18}\ {\rm m^2}}=500\ \Omega/\mu{\rm m},
\qquad \frac XR=6.3\times10^{-4}.
$$

The claim contains a true part. With $\mu_r=1$ the internal inductance would be 0.050 pH/µm, so magnetism multiplies it by 100. For a coaxial return of radius $D=1$ µm, the field $I/(2\pi r)$ outside the wire gives

$$
L_{\rm ext}=\frac{\mu_0}{2\pi}\ln\frac Da=0.90\ {\rm pH/\mu m}.
$$

The assumed permeability thus makes the internal part the larger part of the magnetic inductance. The impedance is still almost entirely resistive. Thinning the wire at fixed $\rho$ and $\mu$ leaves the internal magnetic reactance unchanged, raises the external one only logarithmically, and raises $R$ as $1/A$.

## The general statement for a round wire

The estimate assumed uniform current. To find when that is allowed, let $E(r)$ be the axial electric field. Faraday's and Ampère's laws read

$$
\frac{dE}{dr}=j\omega\mu H,\qquad \frac1r\frac{d(rH)}{dr}=\frac E\rho .
$$

Substituting the first into the second gives

$$
E''+\frac{E'}r+k^2E=0,\qquad k^2=-\frac{j\omega\mu}{\rho}=-\frac{2j}{\delta^2},
\qquad \delta^2=\frac{2\rho}{\omega\mu}.
$$

Since $(1-j)^2=-2j$, we may take $k=(1-j)/\delta$. The solution finite on the axis is $E=E_0J_0(kr)$. From $J_0'=-J_1$, $H=-kE_0J_1(kr)/(j\omega\mu)$. The internal impedance is the surface field divided by $I=2\pi aH(a)$. Using $-j\omega\mu=\rho k^2$,

$$
Z=\frac{\rho k}{2\pi a}\frac{J_0(ka)}{J_1(ka)},\qquad
\frac ZR=\frac{xJ_0(x)}{2J_1(x)},\qquad x=(1-j)\frac a\delta .
$$

For small $x$, use $J_0=1-x^2/4+x^4/64-\dots$ and $2J_1/x=1-x^2/8+x^4/192-\dots$. The reciprocal of the second series is $1+x^2/8+x^4/96+\dots$. Multiplication gives

$$
\frac ZR=1-\frac{x^2}{8}-\frac{x^4}{192}+\dots
=1+\frac j4\left(\frac a\delta\right)^2+\frac1{48}\left(\frac a\delta\right)^4+\dots,
$$

because $x^2=-2j(a/\delta)^2$ and $x^4=-4(a/\delta)^4$. Hence, for $a\ll\delta$,

$$
\boxed{\frac XR=\frac14\left(\frac a\delta\right)^2=\frac{\omega\mu A}{8\pi\rho}}
$$

In the example $\delta=225$ nm and $a/\delta=0.050$. The fractional rise in resistance is about $1.3\times10^{-7}$, so the uniform-current estimate is justified within this model.

The opposite limit is also instructive. For $a\gg\delta$, the growing exponential in each Bessel function dominates and $J_0(x)/J_1(x)\to j$. Then $Z/R\to(1+j)a/(2\delta)$: the internal reactance approaches the ac resistance. For real $\mu$, a thick wire has comparable internal reactance and resistance, not an internal impedance dominated by reactance.

## The square section

A square needs separate treatment because its magnetization changes the field. Keep the current density $J=I/A$ uniform, which gives the impedance correctly to first order in $\omega$, and place the return far away. The axial field equation is $\rho J+j\omega A_z=V'$, where $A_z$ is the vector potential and $V'$ the applied voltage per length. Averaging over the section gives $V'=RI+j\omega LI$, with

$$
LI^2=\int A_zJ\,dA=\int \mathbf B\cdot\mathbf H\,dA ,
$$

where the last integral covers the whole plane out to the return.

The actual field minimizes $\int\mu K^2dA$ among fields $\mathbf K$ with the prescribed current. Indeed, $\mathbf K=\mathbf H+\nabla\psi$, and the cross term $\int\mu\mathbf H\cdot\nabla\psi\,dA$ vanishes by integration by parts, since $\nabla\cdot(\mu\mathbf H)=0$ and no flux crosses the outer boundary.

Define $g(\mu_r)=I^{-2}\int_{\rm in}H^2dA$. Using the field for $\mu_1$ as a trial field at $\mu_2$, and then the reverse, gives for relative permeabilities $\mu_2>\mu_1$

$$
\mu_0(\mu_2-\mu_1)g(\mu_2)\le L(\mu_2)-L(\mu_1)\le\mu_0(\mu_2-\mu_1)g(\mu_1).
$$

So $g$ cannot increase with permeability. Its value $g_0$ at $\mu_r=1$ supplies an upper bound.

For a lower bound, let $\nabla^2\phi=-1$ inside the square and $\phi=0$ on its edge. The field $\mathbf K_0=J(\partial_y\phi,-\partial_x\phi)$ has curl $J$, zero divergence and no normal component at the edge. Any interior field with the same curl is $\mathbf K_0+\nabla\chi_s$, and the cross term again vanishes. Therefore

$$
g(\mu_r)\ge g_\infty=\frac1{A^2}\int|\nabla\phi|^2dA=\frac1{A^2}\int\phi\,dA .
$$

Setting $\mu_1=1$ and $\mu_2=\mu_r$, the magnetic increase $\Delta L$ obeys

$$
\mu_0(\mu_r-1)g_\infty\le\Delta L\le\mu_0(\mu_r-1)g_0 .
$$

For a unit square, expanding $1$ and $\phi$ in sines gives

$$
g_\infty=\sum_{m,n\ {\rm odd}}\frac{64}{\pi^6m^2n^2(m^2+n^2)}=0.0351 .
$$

Integrating the squared Biot–Savart field gives $g_0=0.0385$. The circle has $1/(8\pi)=0.0398$.

The value between the bounds follows from the surface magnetic charge $\sigma=\mathbf M\cdot\mathbf n$. With $\chi=\mu_r-1$ and $\mathbf H_0$ the nonmagnetic field, the condition just inside the edge is

$$
\frac\sigma\chi=\mathbf n\cdot\mathbf H_0+\mathbf n\cdot\mathbf H_\sigma-\frac\sigma2,
$$

where $\mathbf H_\sigma$ is the principal-value field of the charges. Writing $\mathbf H=\mathbf H_0-\nabla\psi$ and using the zero divergence of $\mathbf B$ and $\mathbf H_0$ gives $\Delta L=\mu_0I^{-2}\int\mathbf M\cdot\mathbf H_0\,dA$. At $\mu_r=100$ the numerical solution gives $\Delta L/[\mu_0(\mu_r-1)]=0.0352$.

Defining the internal inductance as the nonmagnetic interior part plus this increase,

$$
L_{\rm int}=\mu_0\,[0.0385+99(0.0352)]=4.43\ {\rm pH/\mu m}.
$$

Thus $X=0.278$ Ω/µm and $X/R=5.6\times10^{-4}$. The square lowers the round-wire reactance by about 11% and leaves the conclusion intact.

## Where the conclusion would change

Solving the round-wire formula for $X/R=0.1$, with the 20 nm line and frequency held fixed, gives

$$
\mu_r=\frac{0.1\,(8\pi\rho)}{\omega\mu_0A}\approx1.6\times10^4 .
$$

Alternatively, keep $\mu_r=100$ and 10 GHz but use a rough bulk resistivity of 60 nΩ m. The round wire then needs the area of a square with a side of about 138 nm; a line of square section, whose inductance is about 11% lower, needs a side of about 147 nm. These widths hold only for a metal whose permeability stays real and equal to 100 at 10 GHz. Cobalt in the axial curling model below does not: at the 138 nm width its static $\mu_r$ is about 110, but the lowest resonance has fallen to 4.7 GHz, so at 10 GHz the real part of the effective $\mu_r$ is about $-30$. The counter-example does not exclude that magnetic internal reactance matters in wider conductors, but its size and sign then depend on where the resonance lies.

## Effects outside the simple model

Carrier inertia adds a reactance of its own. For a drift velocity $v$, the Drude equation $m(dv/dt+v/\tau)=-eE$ replaces $\rho$ by $\rho(1+j\omega\tau)$, so $X_{\rm kin}/R=\omega\tau$. With a rough $\tau=10$ fs this is $6.3\times10^{-4}$, or 0.314 Ω/µm. It equals the round-wire magnetic reactance at the displayed precision because of the parameters chosen. It cannot be neglected beside that reactance, though both are small beside $R$.

Surface scattering can make the current nonuniform. As a severe trial profile, let $J\propto1-u^2$ with $u=r/a$. The enclosed current fraction is $2u^2-u^4$, and

$$
g=\frac1{2\pi}\int_0^1\frac{(2u^2-u^4)^2}{u}\,du
=\frac1{2\pi}\left(1-\frac23+\frac18\right)=\frac{11}{48\pi},
$$

which is $11/6$ of the uniform-current value. Now combine this enlarged internal reactance with the external and kinetic ones, and divide by the resistance for bulk resistivity:

$$
\frac{(11/6)(0.3142)+0.0564+0.3142}{150}=6.3\times10^{-3}.
$$

Lowering the resistivity leaves the kinetic term unchanged, because $\tau\rho$ is constant in the Drude model at fixed carrier density and mass. The trial profile does change it: kinetic energy goes as $J^2$, so the term grows by the mean of $[2(1-u^2)]^2$ over the section, which is $\int_0^1 4(1-u^2)^2\,2u\,du=4/3$. Including this factor raises the ratio to $7.0\times10^{-3}$. Even this deliberately unfavourable combination is below one percent.

## Can the line have permeability 100?

The azimuthal field must turn the magnetization into a curling pattern, which exchange resists. Suppose the round wire is uniformly magnetized along its axis, has free surfaces, and has no crystal anisotropy. Let $\ell^2=2A_{\rm ex}/(\mu_0M_s^2)$, where $A_{\rm ex}$ is the exchange stiffness and $M_s$ the saturation magnetization. A small azimuthal magnetization $M_\phi$ creates no magnetic charge, so static balance is

$$
M_\phi''+\frac{M_\phi'}r-\frac{M_\phi}{r^2}=-\frac{H_0(r)}{\ell^2},\qquad M_\phi'(a)=0,\qquad H_0=\frac{h_ar}{a},
$$

where $h_a$ is the surface field. Since the left-hand operator turns $r^3$ into $8r$ and annihilates $r$, the solution is $M_\phi=h_a(3a^2r-r^3)/(8\ell^2a)$. Weighting by $H_0$, as the formula for $\Delta L$ requires, gives

$$
\chi_{\rm eff}=\frac{\int M_\phi H_0\,r\,dr}{\int H_0^2\,r\,dr}
=\frac1{8\ell^2}\,\frac{3a^6/4-a^6/6}{a^4/4}=\frac{7a^2}{24\ell^2}.
$$

Rough values $M_s=1400$ kA/m and $A_{\rm ex}=20$ pJ/m give $\ell=4.0$ nm and $\chi_{\rm eff}=2.3$.

At finite frequency, precession also produces a radial component $M_r$, whose demagnetizing field is $-M_r$ because $B_r=0$. Among modes with the circular symmetry of the driving field, the lowest has the profile $J_1(k_1r/a)$, where $k_1$ is the first positive root of $J_1'(k_1)=0$. With $q=\ell^2k_1^2/a^2=0.43$ and $\omega_M=\gamma\mu_0M_s$, where $\gamma$ is the gyromagnetic ratio for $g$-factor 2, undamped precession obeys

$$
\dot M_r=-\omega_MqM_\phi,\qquad \dot M_\phi=\omega_M(1+q)M_r,
$$

so its angular frequency is $\omega_M\sqrt{q(1+q)}$, corresponding to 39 GHz. Solving the driven equations at 10 GHz gives an effective $\mu_r$ of about 3.4 and a reactance of only 0.011 Ω/µm. This estimate applies to the stated magnetic state; domains, transverse magnetization or anisotropy can change it. With damping, $\mu=\mu'-j\mu''$, and $j\omega\mu/(8\pi)$ acquires the real part $\omega\mu''/(8\pi)$, which is resistance.

## Relation to a real cobalt line

The 20 nm width represents a narrow cobalt interconnect, in which surfaces and grain boundaries raise the resistivity above its bulk value. The 200 nΩ m used here is an assumed, rather high figure. A lower resistivity raises the magnetic $X/R$ in inverse proportion, but even the rough bulk value of 60 nΩ m gives only $2.1\times10^{-3}$ for the round wire. At 10 µA, or 2.5 MA/cm², the assumed $\mu_r=100$ implies a surface magnetization of 14 kA/m, about 1% of saturation, so saturation does not undermine the linear estimate. The least secure assumption is the scalar permeability of 100: the axial-state estimate lowers the internal magnetic reactance by a factor of about 29 for the rough parameters used. The factor runs from about 20 to 39 for $A_{\rm ex}$ between 13 and 30 pJ/m, and is about 44 with an easy-axis anisotropy of $4.5\times10^5$ J/m³ along the wire. Liners, roughness and grain structure are not modelled. Shunt capacitance is also omitted; it affects signal propagation but does not enter the series ratio $X/R$ calculated here. The numerical output lists the inputs and intermediate values.

## Values computed for the example and the checks

```
line side: 20.0 nm
cross-section: 400.0 nm^2
equal-area radius: 11.284 nm
frequency: 10.0 GHz
angular frequency: 6.2832e+10 rad/s
assumed relative permeability: 100.0
line resistivity: 200.0 nOhm m
bulk resistivity: 60.0 nOhm m
resistance: 500.00 Ohm/um
resistance with bulk resistivity: 150.00 Ohm/um
internal inductance, mu_r=1: 0.0500 pH/um
internal inductance, round: 5.0000 pH/um
internal reactance, round: 0.3142 Ohm/um
internal X/R, round: 6.2832e-04
internal X/R with bulk resistivity: 2.0944e-03
skin depth: 225.08 nm
radius/skin depth: 0.05013
ac resistance increase, fraction: 1.316e-07
round factor 1/(8 pi): 0.039789
square factor, nonmagnetic g0: 0.038452
square factor, mu_r=100: 0.035198
square factor, infinite-mu limit: 0.035144
internal inductance, square: 4.4271 pH/um
internal reactance, square: 0.2782 Ohm/um
internal X/R, square: 5.5633e-04
target X/R for thresholds: 0.10
mu_r needed at 20 nm side: 15915
side needed, mu_r=100, bulk rho: 138.2 nm
coaxial return radius: 1.00 um
external inductance: 0.8969 pH/um
external reactance: 0.0564 Ohm/um
relaxation time: 10.0 fs
kinetic reactance: 0.3142 Ohm/um
kinetic X/R: 6.2832e-04
surface-vanishing current factor: 1.8333
pessimistic total reactance: 0.9465 Ohm/um
pessimistic total X/R: 6.3098e-03
example current: 10.0 uA
current density: 2.50 MA/cm2
surface magnetic field: 141.05 A/m
induced surface magnetization: 13.96 kA/m
saturation magnetization: 1400.0 kA/m
induced/saturation magnetization: 0.0100
exchange stiffness: 20.0 pJ/m
exchange length: 4.030 nm
static curling susceptibility: 2.2867
10 GHz curling susceptibility: 2.4495
10 GHz effective curling mu_r: 3.4495
first zero of J1 derivative: 1.84118
curling stiffness q: 0.4324
lowest curling resonance: 38.76 GHz
exchange-limited reactance: 0.01084 Ohm/um
exchange-limited X/R: 2.167e-05
```
